# Stopping Diameter for Photoetching of CdS Nanoparticles at 450 nm

## Problem

A suspension of CdS nanoparticles of mixed sizes in oxygenated water is irradiated at a vacuum wavelength of 450 nm. A particle that absorbs light is corroded: holes oxidize the sulfide, oxygen takes up the electrons, and the products dissolve. A particle that does not absorb keeps its size.

Use the following rough room-temperature parameters: bulk gap $E_g=2.42$ eV, electron mass $m_e=0.20$ and hole mass $m_h=0.80$ in units of the free-electron mass $m_0$, and high-frequency relative permittivity $\varepsilon=5.5$.

(a) Derive the Brus absorption edge $E(R)$ of a sphere of radius $R$, including the coefficient of its Coulomb term.

(b) Find the diameter $D_*$ at which etching stops, and show which particles are etched.

(c) Find how $D_*$ responds to the wavelength, and choose a wavelength for a final diameter of 3.74 nm.

(d) Estimate the effects left out of the Brus edge and judge how well $D_*$ is known.

## Solution

### Assumptions

The particle is a sphere with impenetrable walls. Both bands are isotropic and parabolic, and the electron–hole attraction is treated to first order. Polarization of the particle surface is omitted. The absorption edge is sharp, and a particle whose edge lies below the photon energy $w$ is taken to absorb. This last assumption requires broadening to fill the gaps between the discrete transitions above the edge.

The algebra uses atomic units, $\hbar=m_0=e^2/(4\pi\varepsilon_0)=1$. For the numbers, $\hbar^2/m_0=0.0762$ eV nm² and $e^2/(4\pi\varepsilon_0)=1.440$ eV nm.

### (a) The absorption edge

**Confinement.** The lowest state of a carrier of mass $m$ is spherical. Writing it as $u(r)/r$ turns the Schrödinger equation into

$$-\frac{1}{2m}u''=E_{\rm c}u,\qquad u(0)=u(R)=0 .$$

The first condition keeps $u/r$ finite at the centre; the second is the hard wall. The lowest solution is $u\propto\sin(\pi r/R)$, so $E_{\rm c}=\pi^2/(2mR^2)$. Adding electron and hole gives

$$\frac{A}{R^2},\qquad A=\frac{\pi^2}{2}\left(\frac1{m_e}+\frac1{m_h}\right).$$

**Attraction.** With $x=r/R$, each carrier has the normalized radial density

$$p(x)=2\sin^2(\pi x)=1-\cos(2\pi x),$$

and the fraction of its charge within $x$ is

$$q(x)=\int_0^x p(x')\,dx'=x-\frac{\sin(2\pi x)}{2\pi}.$$

Two thin concentric shells of unit charge, at $x$ and $x'$, have mutual energy $1/[R\max(x,x')]$. The mean inverse separation is therefore $J/R$, with

$$J=\int_0^1\!\!\int_0^1\frac{p(x)p(x')}{\max(x,x')}\,dx\,dx'
=2\int_0^1\frac{p(x)q(x)}{x}\,dx .$$

The factor 2 arises because the regions $x'<x$ and $x'>x$ contribute equally. Using $\cos\theta\sin\theta=\tfrac12\sin2\theta$,

$$\frac{pq}{x}=1-\cos(2\pi x)-\frac{\sin(2\pi x)}{2\pi x}+\frac{\sin(4\pi x)}{4\pi x}.$$

The cosine integrates to zero over the full period. The remaining terms follow from $\int_0^1\sin(ax)/x\,dx=\mathrm{Si}(a)$, where $\mathrm{Si}$ is the sine integral:

$$J=2-\frac{\mathrm{Si}(2\pi)}{\pi}+\frac{\mathrm{Si}(4\pi)}{2\pi}=1.786 .$$

Direct quadrature over the positions of both particles gives the same value, 1.78607 to the digits printed.

The attraction is divided by $\varepsilon$ and enters with a minus sign. The edge is

$$E(R)=E_g+\frac{A}{R^2}-\frac{B}{R},\qquad B=\frac{J}{\varepsilon}.$$

### (b) The stopping diameter

Etching requires $E(R)<w$. Let $\Delta=w-E_g>0$. Then

$$\frac{A}{R^2}-\frac{B}{R}<\Delta
\quad\Longleftrightarrow\quad
\Delta R^2+BR-A>0,$$

where multiplication by $R^2>0$ preserved the inequality. The roots of the quadratic have product $-A/\Delta<0$, so exactly one is positive:

$$R_*=\frac{-B+\sqrt{B^2+4A\Delta}}{2\Delta}.$$

Multiplying numerator and denominator by $B+\sqrt{B^2+4A\Delta}$ turns the numerator into $4A\Delta$, and $\Delta$ cancels. Hence

$$D_*=2R_*=\frac{4A}{B+\sqrt{B^2+4A\Delta}} .$$

The parabola opens upward and is negative at $R=0$. It is therefore negative for $0<R<R_*$ and positive for $R>R_*$. Larger particles absorb and shrink until they reach $D_*$; smaller ones are transparent at this wavelength and remain as they were.

**Numbers.** The photon energy is $w=hc/\lambda=2.7552$ eV, so $\Delta=0.3352$ eV. The coefficients are

$$A=\frac{\pi^2}{2}(5+1.25)(0.0762)=2.350\ \text{eV nm}^2,$$

$$B=\frac{1.786}{5.5}(1.440)=0.4676\ \text{eV nm}.$$

The square root is

$$\sqrt{0.4676^2+4(2.350)(0.3352)}=1.836\ \text{eV nm},$$

and therefore

$$D_*=\frac{4(2.350)}{0.4676+1.836}\ \text{nm}\approx4.08\ \text{nm}=40.8\ \text{Å}.$$

At this size the electron confinement energy is 0.4515 eV, the hole confinement energy 0.1129 eV, and the Coulomb term $-0.2291$ eV. Their sum is 0.335 eV, as required. The lighter electron supplies four fifths of the confinement energy.

A simulated etch illustrates the selectivity. Particles starting at 4.5, 6 and 8 nm all end at 4.08 nm, while those starting at 3.0 and 3.8 nm do not change. With the sharp absorption edge assumed here, the treated suspension thus has a sharp upper size limit, but its mean diameter can lie below $D_*$ if small particles were present initially.

**Two limits.** If the attraction is dropped, $B=0$ and $D_*=2\sqrt{A/\Delta}=5.30$ nm. The attraction lowers the edge at every radius, so a particle must shrink further before it becomes transparent.

As $w$ approaches $E_g$ from above, the formula gives $R_*\to A/B=5.03$ nm. A finite limit is not itself a fault, because the attraction can hold the edge of a large particle below $E_g$. The value of this limit is unreliable, however. At 5.03 nm, correlation of the kind treated in part (d) lowers the edge by about 0.03 eV, and the edge that includes it reaches $E_g$ already near $R=4.0$ nm. The failure of the Brus edge becomes plainer at still larger radii. Setting

$$E'(R)=-\frac{2A}{R^3}+\frac{B}{R^2}=0$$

gives a minimum at $R=2A/B=10.05$ nm, with depth $B^2/(4A)=0.023$ eV below $E_g$. Beyond it the curve rises back to $E_g$. In the same effective-mass model, however, a large crystal has a bound exciton at $1/(2\varepsilon a_X)$ below the gap, where $a_X=\varepsilon(1/m_e+1/m_h)=1.82$ nm is the exciton Bohr radius. This binding energy is $1.440/(2\times5.5\times1.82)=0.072$ eV. These are values of the model with high-frequency screening. The measured binding in bulk CdS is only about 0.03 eV, close to the 0.027 eV and $a_X=2.9$ nm obtained with the static permittivity 8.9, so the large-radius numbers given here describe the model and not the real crystal. First-order attraction in a box state cannot describe that limit, so the formula should not be used to predict a stop for $w\le E_g$, that is, for wavelengths beyond about 512 nm with these parameters. It also overestimates the stopping diameter noticeably when $w$ is only slightly above $E_g$.

### (c) Choice of wavelength

Differentiate the stopping condition $E(R_*)=w$. Since $w=hc/\lambda$ implies $dw/d\lambda=-w/\lambda$,

$$E'(R_*)\frac{dR_*}{d\lambda}=-\frac{w}{\lambda},
\qquad
\frac{dD_*}{d\lambda}=-\frac{2w}{\lambda E'(R_*)}.$$

For $\Delta>0$ the denominator in $R_*=2A/(B+\sqrt{B^2+4A\Delta})$ exceeds $2B$, so $R_*<A/B$. This lies inside the minimum at $2A/B$, where $E'<0$. The derivative is therefore positive: longer wavelengths leave larger particles.

At 450 nm the edge changes by $E'(R_*)/2=-0.2204$ eV per nm of diameter. Thus

$$\frac{dD_*}{d\lambda}=\frac{2.7552/450}{0.2204}=0.028 ,$$

in nm of diameter per nm of wavelength. If the source is a band extending 5 nm either side of 450 nm, its shortest wavelength sets the stop, since those photons are the last that can be absorbed. At 445 nm the stopping formula gives 3.95 nm, about 0.13 nm smaller than at 450 nm.

For a target of 3.74 nm, the Brus edge is 2.842 eV. Because photon energy is inversely proportional to wavelength,

$$\lambda=450\ \text{nm}\times\frac{2.7552}{2.842}\approx436\ \text{nm}.$$

The linear slope would suggest 438 nm. The small discrepancy comes from the curvature of the relation between diameter and wavelength.

### (d) What the Brus edge leaves out

Each effect below is first evaluated as a shift of the edge at $D_*$, with the other terms fixed. It is then added to $E(R)$ and the stopping condition is solved again. A downward shift makes the particle absorb to a smaller size.

**Correlation.** The radius $R_*=2.04$ nm is only 1.12 times $a_X$, so first-order treatment of the attraction needs checking. Let $\Phi$ be the product of the two box states, with energy $E_0=A/R^2$, and use the trial function $\Phi F$. For either particle,

$$|\nabla(\Phi F)|^2=\nabla\Phi\cdot\nabla(\Phi F^2)+\Phi^2|\nabla F|^2 ,$$

as expansion of both sides shows. Integrate the first term on the right by parts; the surface term vanishes because $\Phi=0$ at the wall. Since $\Phi$ solves the box problem, the kinetic energy becomes

$$E_0+\frac{\int\Phi^2\left(|\nabla_eF|^2/2m_e+|\nabla_hF|^2/2m_h\right)}{\int\Phi^2F^2}.$$

The attraction $-1/(\varepsilon s)$ is averaged with weight $\Phi^2F^2$, where $s$ is the separation. Taking $F$ as a sum of terms $s^k r_e^a r_h^b$, with $k\le3$ and $a,b\in\{0,2,4\}$, and minimizing the energy gives a shift of $-0.027$ eV relative to the Brus edge. Restricting the exponents to $k\le2$ and $a,b\in\{0,2\}$ changes it by 0.0003 eV. The new stopping diameter is 3.97 nm. The first-order treatment is therefore serviceable here, although the sphere is not small compared with the exciton.

**Surface polarization.** Water, with optical permittivity $\varepsilon_o\approx1.78$, screens less than CdS. Measure lengths in units of $R$ and put a unit charge at $x'$. For angular order $l$, let the reaction potential be $a_lx^l$ inside and the total potential $b_lx^{-l-1}$ outside. Continuity of the potential and of the normal displacement at $x=1$ gives

$$\frac{x'^l}{\varepsilon}+a_l=b_l,$$

$$-(l+1)x'^l+\varepsilon l a_l=-\varepsilon_o(l+1)b_l .$$

Eliminating $b_l$ yields $a_l=\alpha_lx'^l$, where

$$\alpha_l=\frac{(l+1)(\varepsilon-\varepsilon_o)}{\varepsilon[\varepsilon l+\varepsilon_o(l+1)]}.$$

Each carrier has self-energy $\frac1{2R}\sum_l\alpha_l\langle x^{2l}\rangle$, the factor one half being that of an induced potential. The two self-energies add. The electron–hole reaction energy has the opposite sign and, for two spherical densities, survives only at $l=0$, where it equals $-\alpha_0/R$ and cancels the self-energies of that order. What remains is

$$\frac1R\sum_{l\ge1}\alpha_l\langle x^{2l}\rangle=\frac{0.0737}{R}.$$

At $R_*$ this is $0.0737\times1.440/2.041=+0.052$ eV, and the stop moves to 4.33 nm. This is a first-order value for independent spherical densities. Correlation keeps the electron and hole closer together, so the surface charges they induce partly cancel and the shift is smaller, about $+0.04$ eV at $R_*$.

**Finite barriers.** Suppose each carrier faces a barrier $V=3$ eV, a rough value, with mass $m_o=1$ outside. Inside, the wavefunction is $\sin(kr)/r$; outside it is proportional to $e^{-\kappa r}/r$. The wavefunction $f$ and the flux quantity $f'/m$ are continuous, so

$$\frac1m\left(k\cot kR-\frac1R\right)=-\frac1{m_o}\left(\kappa+\frac1R\right).$$

With $z=kR$ this becomes

$$z\cot z=1-\frac{m}{m_o}(1+\kappa R),$$

where $\kappa^2=2m_o(V-E_{\rm c})$ and $E_{\rm c}=z^2/(2mR^2)$. Solving for both carriers, with the Coulomb term unchanged, lowers the edge by 0.201 eV at $D_*$ and moves the stop to 2.74 nm. The leaking wavefunctions are more spread out and attract each other less. If the Coulomb term is evaluated with them, at the same permittivity everywhere, the edge falls by only 0.17 eV and the stop is near 3.0 nm.

The slope $-0.2204$ eV/nm alone would have predicted a decrease of 0.9 nm, not 1.3 nm. The barrier correction grows as the sphere shrinks. At the new radius of 1.37 nm, the hard-wall Brus edge lies $2.350/1.37^2-0.4676/1.37=0.91$ eV above $E_g$; to meet the photon energy, the barrier correction there must be about $-0.58$ eV.

**Nonparabolic electron band.** Describe the two bands by

$$\begin{pmatrix}E_g&Pk\\Pk&0\end{pmatrix}.$$

Writing the upper eigenvalue as $E_g+E_{\rm c}$ gives $E_{\rm c}(E_g+E_{\rm c})=P^2k^2$. At small $k$ this must reduce to $E_{\rm c}=k^2/(2m_e)$, which fixes $P^2=E_g/(2m_e)$. With $k=\pi/R$,

$$E_{\rm c}\left(1+\frac{E_{\rm c}}{E_g}\right)=\frac{\pi^2}{2m_eR^2}.$$

The right side is 0.4515 eV at $R_*$, so $E_{\rm c}=0.389$ eV. The shift is $-0.063$ eV and the stop is at 3.75 nm. This estimate attributes the entire electron mass to coupling between the two bands.

**Anisotropic hole.** Take rough hole masses of 0.7 across and 5 along the crystal axis. In a spherical state the mean square momentum is the same in each direction, so the inverse masses are averaged:

$$\frac1{\bar m_h}=\frac13\left(\frac2{0.7}+\frac15\right),\qquad \bar m_h=0.98 .$$

To first order in the anisotropy, the edge falls by 0.021 eV and the stop moves to 3.99 nm. Distortion of the hole state lowers the edge slightly further.

**Screening, temperature and linewidth.** If the lattice screened the attraction fully, with static permittivity about 8.9, the edge would rise by $0.2291(1-5.5/8.9)=0.088$ eV, giving 4.50 nm. This is an opposite extreme to purely electronic screening. A bath 20 K warmer, with a rough gap slope of $-0.4$ meV/K, lowers the edge by 0.008 eV and gives 4.05 nm. If absorption persists 0.05 eV below the nominal edge, etching continues to 3.87 nm.

**Atomic layers.** Removing a layer about 0.34 nm thick from the whole surface reduces the diameter by 0.68 nm. A particle half a layer larger in radius than $R_*$ has an edge at 2.689 eV and absorbs; after losing one complete layer its edge is at 2.842 eV and it does not. If material left in complete layers, such a particle would stop at 3.74 nm. Removal of individual ions would make the steps finer, but the continuous radius in the Brus equation should not be read to hundredths of a nanometre.

### Reading the result for a real process

The chosen gap, masses and permittivity are typical of CdS, but real particles in water do not have impenetrable walls. Among the effects estimated here, this assumption moves the answer most: for the assumed 3 eV barriers, from 4.08 to 2.74 nm with the Coulomb term held fixed, or to about 3.0 nm when the weaker attraction of the leaking wavefunctions is included. The separate estimates span 2.74 to 4.50 nm. That span is not an error bar, because the effects act together and some overlap; leakage through the wall, for instance, changes the kinetic energy on which the nonparabolic correction acts. Surface traps, facets and adsorbed molecules are also absent from the model.

The Brus answer to the question posed is thus a diameter of about 4.1 nm. For process control, the condition that the absorption edge has reached the photon energy is more secure than the diameter assigned to it, provided that absorption does lead to dissolution and that the products do not block the surface. If a particular diameter is required, the relation between edge and size should be calibrated by an independent size measurement. The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
Wavelength: 450 nm
Photon energy: 2.7552 eV
Bulk gap (rough): 2.42 eV
Photon energy minus gap: 0.3352 eV
Wavelength of bulk gap: 512.3 nm
Electron, hole mass (rough): 0.20, 0.80 m0
Permittivity of CdS, high frequency (rough): 5.5
Coulomb coefficient J: 1.78607
J by quadrature: 1.78607
A: 2.3502 eV nm^2
B: 0.4676 eV nm
Stopping radius: 2.041 nm
Stopping diameter: 4.081 nm = 40.81 angstrom
Electron confinement at stop: 0.4515 eV
Hole confinement at stop: 0.1129 eV
Coulomb term at stop: -0.2291 eV
Diameter without Coulomb term: 5.296 nm
Exciton Bohr radius: 1.819 nm
Radius of Brus minimum: 10.05 nm
Depth of minimum below gap: 0.0233 eV
Edge slope dE/dD at stop: -0.2204 eV/nm
dD/dwavelength: 0.0278 nm per nm
Etch simulation, start diameters (nm): 3.00 3.80 4.50 6.00 8.00
Etch simulation, final diameters (nm): 3.00 3.80 4.08 4.08 4.08
Layer thickness (rough): 0.34 nm
Edge, radius half a layer larger: 2.689 eV
Edge, radius half a layer smaller: 2.842 eV
Optical permittivity of water (rough): 1.78
Static permittivity of CdS (rough): 8.9
Barrier for each carrier (rough): 3.0 eV
Hole mass across, along axis (rough): 0.7, 5.0 m0
Averaged hole mass: 0.981 m0
Gap slope (rough): -0.0004 eV/K
Bath temperature rise: 20 K
Absorption tail (rough): 0.05 eV
Polarization sum: 0.0737
Correlation, change from smaller basis: 2.9e-04 eV
Neglected effect: edge shift at stop, new diameter
  correlation: -0.0266 eV, 3.97 nm
  surface polarization: +0.0520 eV, 4.33 nm
  finite barriers: -0.2010 eV, 2.74 nm
  nonparabolic electron: -0.0625 eV, 3.75 nm
  anisotropic hole: -0.0209 eV, 3.99 nm
  lattice screening: +0.0875 eV, 4.50 nm
  warmer bath: -0.0080 eV, 4.05 nm
  absorption tail: -0.0500 eV, 3.87 nm
Smallest, largest diameter in list: 2.74, 4.50 nm
```
